\section*{Critical misfit of a liner monolayer in the continuum Frenkel-Kontorova model}

A ruthenium monolayer on Cu(111) has a natural spacing about 6\% larger than that of copper. If it is assumed to sit in registry, linear elasticity with a modulus of 520~GPa gives a compressive stress of about $520\times0.0586\approx30$~GPa from the strain along a row alone; the transverse strain adds to it. If it is assumed to be relaxed, the mean misfit stress is near zero. Misfit alone cannot decide between these descriptions, because leaving registry also costs energy: some atoms must lie away from the minima of the substrate's potential. The decision requires comparing that cost with the elastic energy released.

\section{Model and statement}

Consider a row of atoms with natural spacing $b$ and spring constant $k$ on a rigid substrate of period $a$. Atom $n$ lies at $na+u_n$, so $u_n$ is its displacement from registry. Define the misfit $f=(b-a)/a$ and let $W$ be the full height of the substrate barrier. A bond has length $a+u_{n+1}-u_n$ and natural length $a+fa$, so
\begin{equation}
H=\sum_n\left[\frac{k}{2}(u_{n+1}-u_n-fa)^2+V(u_n)\right],\qquad V(u)=W\sin^2\frac{\pi u}{a}.
\end{equation}
If $u_n$ varies slowly, $n$ may be treated as continuous. With $u'=du/dn$, which is a length,
\begin{equation}
H=\int_0^M\left[\frac{k}{2}(u'-fa)^2+V(u)\right]dn .
\end{equation}
Registry means $u=0$ and has energy $H_0=Mkf^2a^2/2$. A soliton, here called a wall, takes $u$ from one minimum of $V$ to the next. Define
\begin{equation}
l_0=a\sqrt{\frac{k}{2W}},\qquad \xi=\frac{l_0}{\pi},
\end{equation}
both counted in atoms.

\begin{theorem}
Let the row be long, at zero temperature, with harmonic bonds and $\xi\gg1$. Let its end atoms lie in substrate minima, $u(0)=0$ and $u(M)=pa$, with the integer $p$ free. Registry is the unique ground state if $|f|<f_c$, and a wall lowers the energy if $|f|>f_c$, where
\begin{equation}
f_c=\frac{2}{\pi}\sqrt{\frac{2W}{ka^2}}=\frac{2}{\pi l_0}.
\end{equation}
\end{theorem}

The free integer $p$ lets the row change its length. If both ends were clamped at $p=0$, no net relief would be possible.

\section{Wall energy and proof}

\begin{lemma}
The energy of one wall, without its misfit relief, is $E_s=(2a/\pi)\sqrt{2kW}$.
\end{lemma}

\begin{proof}
Since $(\sqrt{k/2}\,|u'|-\sqrt V)^2\ge0$,
\begin{equation}
\frac{k}{2}u'^2+V\ge\sqrt{2kV}\,|u'| .
\end{equation}
Integrating across one period gives the lower bound
\begin{equation}
\int_0^a\sqrt{2kV}\,du=\sqrt{2kW}\int_0^a\sin\frac{\pi u}{a}\,du=\frac{2a}{\pi}\sqrt{2kW}.
\end{equation}
Equality requires $u'=\sqrt{2V/k}=(a/l_0)\sin(\pi u/a)$. Its solution, centred at $n=0$, is
\begin{equation}
u=\frac{2a}{\pi}\arctan e^{n/\xi},\qquad u'=\frac{a}{\pi\xi}\,\mathrm{sech}\frac{n}{\xi}.
\end{equation}
It connects $0$ to $a$, so the bound is reached on an infinite row.
\end{proof}

\begin{proof}[Proof of the theorem]
Expanding the square and subtracting $H_0$ gives
\begin{equation}
H-H_0=\int_0^M\left[\frac{k}{2}u'^2+V\right]dn-kfa\,[u(M)-u(0)].
\end{equation}
The misfit enters through a total derivative. It does not change the equation for the wall's shape, but it pays $kfa^2$ for each wall with $u$ rising by $a$. The lemma's inequality, applied across $|p|$ periods, yields
\begin{equation}
H-H_0\ge |p|E_s-pkfa^2\ge |p|\,(E_s-k|f|a^2).
\end{equation}
If $k|f|a^2<E_s$, the right side is positive for $p\ne0$. For $p=0$ the excess is the integral of $ku'^2/2+V$, which vanishes only for $u=0$. If $k|f|a^2>E_s$, one wall of the favourable sign has negative excess once the row is long enough. The boundary is
\begin{equation}
k f_c a^2=E_s=\frac{2a}{\pi}\sqrt{2kW},
\end{equation}
and division by $ka^2$ gives the theorem.
\end{proof}

For $f>0$ the row is compressed in registry, and a wall removes one atom from a given length of substrate. For $f<0$ the row is stretched, and the mirrored wall adds an atom. In this harmonic model the two thresholds are equal. A stiffer row leaves registry sooner: its wall costs more in proportion to $\sqrt k$, but the relief grows in proportion to $k$.

\section{Free ends and metastable registry}

\begin{proposition}
Free ends leave $f_c$ unchanged for a long row. Registry in the interior remains metastable up to
\begin{equation}
f_{ms}=\frac1{l_0}=\frac{\pi}{2}f_c .
\end{equation}
\end{proposition}

\begin{proof}
Take $f>0$; the other sign follows by reflection. Define
\begin{equation}
F(u)=\int_0^u\sqrt{2kV(v)}\,dv-kfau .
\end{equation}
For $u(M)\ge u(0)$ the lemma's inequality gives $H-H_0\ge F(u(M))-F(u(0))$. For $u(M)<u(0)$ the excess is positive. Now
\begin{equation}
F'(u)=ka\left[\frac{a}{l_0}\left|\sin\frac{\pi u}{a}\right|\frac1a-f\right].
\end{equation}
For $fl_0<1$, set $v_e=(a/\pi)\arcsin(fl_0)$. Then $F$ has maxima at $ma-v_e$ and minima at $ma+v_e$, with $m$ an integer. One period changes $F$ by $E_s-kfa^2$. If $f<f_c$ this is positive, so the largest forward drop runs from one maximum to the next minimum. A long row reaches it with $u(0)=-v_e$, $u(M)=v_e$ and a registered interior. If $f>f_c$, each added wall lowers $F$ further. The threshold is therefore unchanged.

Varying the end displacement gives the force condition $u'=fa$. A tail joined to registry obeys $u'=\sqrt{2V/k}\le a/l_0$, so it can exist only for $f\le1/l_0$. Below this limit the end sits at a minimum of $F$, with a maximum between it and the next minimum. Minimum and maximum merge at $f=1/l_0$, and the barrier to wall entry vanishes.
\end{proof}

Between $f_c$ and $f_{ms}$ the model predicts a favourable wall that must still overcome an entry barrier. The observed state can then depend on temperature, time and defects.

\section{Above the threshold}

\begin{proposition}
For $|f|>f_c$ the lowest-energy uniform wall lattice has $N$ atoms per wall, with
\begin{equation}
\frac{|f|}{f_c}=\frac{E(\kappa)}{\kappa},\qquad N=\frac{2l_0}{\pi}\kappa K(\kappa),
\end{equation}
where $K$ and $E$ are complete elliptic integrals of the first and second kinds with modulus $0<\kappa<1$.
\end{proposition}

\begin{proof}
Take $f>0$. The equation $ku''=dV/du$, multiplied by $u'$ and integrated, gives $ku'^2/2=V+C$. Set $C=W(1/\kappa^2-1)$ and $\theta=\pi u/a$. Then
\begin{equation}
u'=\frac{a}{l_0\kappa}\sqrt{1-\kappa^2\cos^2\theta}.
\end{equation}
The number of atoms in a period is
\begin{equation}
N=\int_0^a\frac{du}{u'}=\frac{l_0\kappa}{\pi}\int_0^\pi\frac{d\theta}{\sqrt{1-\kappa^2\cos^2\theta}}=\frac{2l_0}{\pi}\kappa K(\kappa).
\end{equation}
Let $S$ be the energy of one period without relief. Because $V=ku'^2/2-C$,
\begin{equation}
S=J-CN,\qquad J=\int_0^a ku'\,du=E_s\frac{E(\kappa)}{\kappa}.
\end{equation}
Also $ku'=\sqrt{2k(V+C)}$, so $dJ/dC=\int_0^a du/u'=N$. Hence $dS/dN=-C$. The energy per atom relative to registry is $e=(S-kfa^2)/N$. Setting $de/dN=0$ gives
\begin{equation}
-CN=S-kfa^2=J-CN-kfa^2,
\end{equation}
so $J=kfa^2$, which is the first result. At this point $e=-C$. The curvature is $-(dC/dN)/N>0$, since a larger $C$ increases $u'$ and shortens the period; the point is a minimum. The ratio $E(\kappa)/\kappa$ falls continuously from infinity to one, so each $f>f_c$ has one solution.
\end{proof}

Since $dS/dN=-C<0$, the walls repel. Their density therefore starts from zero at $f_c$, but it rises steeply. At misfits 0.1\%, 1\% and 10\% above $f_c$, solving the two relations numerically gives spacings of $3.424\,l_0$, $2.612\,l_0$ and $1.755\,l_0$. In the opposite limit $\kappa\to0$, both integrals tend to $\pi/2$. Then $N\to l_0\kappa$ and $|f|/f_c\to\pi/(2\kappa)$, so $N\to1/|f|$: the row recovers its natural spacing.

\begin{remark}[Discrete atoms]
Expanding a bond about its midpoint gives $u_{n+1}-u_n=u'+u'''/24+\cdots$. The leading change in the squared difference is $u'u'''/12$, which integrates by parts to $-u''^2/12$. The wall shape is already stationary, so to leading order
\begin{equation}
\delta E_s=-\frac{k}{24}\int u''^2dn=-\frac{ka^2}{36\pi^2\xi^3},\qquad \frac{\delta E_s}{E_s}=-\frac{1}{72\xi^2}.
\end{equation}
Here $\int\mathrm{sech}^2x\tanh^2x\,dx=2/3$ and $E_s=2ka^2/(\pi^2\xi)$ were used.
\end{remark}

\section{Cobalt and ruthenium on copper}

Take rough typical inputs: $a=0.256$~nm for Cu(111), and $b=0.251$~nm for Co and $0.271$~nm for Ru. The in-plane moduli are 280 and 520~GPa, and the layer heights 0.20 and 0.21~nm. Their products are the layer stiffnesses $C_{2D}=56.0$ and 109.2~N/m. A close-packed row has width $\sqrt3a/2$, hence $k=\sqrt3C_{2D}/2=48.5$ and 94.6~N/m. The same barrier, $W=0.20$~eV per atom, is assumed for both metals.

For Ru, $ka^2=38.68$~eV and
\begin{equation}
l_0=\sqrt{\frac{38.68}{2(0.20)}}=9.83,\qquad f_c=\frac{2}{\pi(9.83)}=6.47\%.
\end{equation}
The wall costs $0.0647\times38.68=2.50$~eV per row and releases $0.0586\times38.68=2.27$~eV. Registry wins by 0.24~eV. For Co, $ka^2=19.84$~eV, $l_0=7.04$ and $f_c=9.04\%$. Its misfit is $-1.95\%$, so a wall costs 1.79~eV and releases only 0.39~eV.

The wall widths $\xi a$ are 0.57~nm for Co and 0.80~nm for Ru, or 2.2 and 3.1 atoms. Relaxing the discrete row by Newton's method gives thresholds of 9.01\% and 6.46\%, so discreteness matters little here. The barrier matters more. Solving $f_c=|f|$ for $W$ gives
\begin{equation}
W_{\min}=\frac{ka^2}{2}\left(\frac{\pi f}{2}\right)^2,
\end{equation}
or 0.009~eV for Co and 0.164~eV for Ru. The row model's verdict for Ru would reverse if the assumed barrier were 20\% lower.

\section{Effects outside the row model}

\subsection*{Transverse strain}
In a two-dimensional layer crossed by parallel walls, the strain along the walls stays at $-f$. Let $\nu$ be the ratio of in-plane stiffnesses $C_{12}/C_{11}$. The elastic energy per atom, divided by $ka^2$, is $(\epsilon_x^2+\epsilon_y^2)/2+\nu\epsilon_x\epsilon_y$, with $\epsilon_x=u'/a-f$ and $\epsilon_y=-f$. The terms linear in $u'$ are $-(1+\nu)fu'/a$. The relief grows by $1+\nu$, and $f_c$ is multiplied by $1/(1+\nu)$: 0.67 for Co with $\nu=0.5$, and 0.77 for Ru with $\nu=0.3$.

\subsection*{Partial walls}
Atoms can also move sideways. The lowest-harmonic potential of a (111) surface is
\begin{equation}
V(\mathbf r)=\frac W2\left[\frac32+\sum_{i=1}^3\cos\mathbf G_i\cdot(\mathbf r-\mathbf r_{top})\right],
\end{equation}
where the $\mathbf G_i$ have length $4\pi/(\sqrt3a)$ and lie at $90^\circ$ and $\pm30^\circ$ to the row. On the straight path between equivalent hollows, $\mathbf r=(x,0)$ and $\mathbf r_{top}=(a/2,-a/2\sqrt3)$. The cosine sum is $-1/2-\cos(2\pi x/a)$, which reproduces $W\sin^2(\pi x/a)$. At a bridge site the sum is $-1$, so the barrier is only $W/4=0.05$~eV. A wall can thus split into two partial walls through the other type of hollow, with the same total relief. Numerical minimization of a two-component chain, with shear stiffness $(1-\nu)k/2$, gives factors of 0.53 for Co and 0.54 for Ru. These factors are for walls normal to the close-packed row; a pure-edge partial wall, normal to a $\langle112\rangle$ direction, gives a slightly lower factor of 0.51 for both metals. This potential gives both hollows equal energy; a real difference between them would change the factor.

\subsection*{Compliant copper}
Let the half-space $y>0$ have plane-strain modulus $E'$. The stress function $By e^{-qy}\sin qx$ is biharmonic and gives surface stresses $\sigma_{yy}=0$ and $\sigma_{xx}=-2qB\sin qx$. The applied tangential traction is $qB\cos qx$. Integrating $\sigma_{xx}/E'$ gives the displacement $(2B/E')\cos qx$, so the stiffness is $D=E'q/2$. For film displacement $u_q$ and relative displacement $s_q$, minimize $C_{2D}q^2u_q^2/2+D(s_q-u_q)^2/2$ over $u_q$. The result is
\begin{equation}
\frac12\,\frac{C_{2D}q^2}{1+2C_{2D}q/E'}\,s_q^2 .
\end{equation}
The correction vanishes as $q\to0$, so the relief from a full wall is unchanged while its energy falls. With $E'=150$~GPa, minimizing the energy of an arctangent wall over its width gives factors of 0.79 for Co and 0.73 for Ru. Within this continuum model these are upper bounds. The optimum width parameters are only 1.4 and 1.7 atoms, so the continuum description is strained here.

\subsection*{Anharmonic bonds}
A Morse bond, in units of $ka^2$ and with extension $x$ in units of $a$, has energy $x^2/2-\alpha x^3/2+\cdots$. For $f>0$, put $x=d-f$ with $d=u'/a$. The cubic change in wall energy relative to registry is
\begin{equation}
-\frac\alpha2\left[\int d^3dn-3f\int d^2dn+3f^2\right].
\end{equation}
For the harmonic wall, $\int d^2dn=f_c$ and $\int d^3dn=\pi^2f_c^2/8$. At $f=f_c$ the last two terms cancel, leaving a relative threshold shift of $-\pi^2\alpha f_c/16$. For $f<0$ the sign reverses. With the rough value $\alpha=3.5$, this estimate is $-14\%$ for Ru and $+20\%$ for Co. Full relaxation of the Morse chain gives factors of 0.88 and 1.25. These belong to the straight-path wall near the uncorrected threshold; a partial wall at a smaller misfit carries less strain, and its anharmonic shift is much smaller.

\subsection*{Combined estimate}
Multiplying the factors gives, for Co and Ru respectively,
\begin{align}
9.04\%\times0.667\times0.527\times0.788\times1.254&\approx3.1\%,\\
6.47\%\times0.769\times0.538\times0.729\times0.878&\approx1.7\%.
\end{align}
The effects interact, so these products are rough estimates, and they overstate the anharmonic shift. Minimizing with all four effects at once, with the Morse form applied to the strain normal to the wall and a copper Poisson ratio of 0.34, reduces the Morse factors to about 1.05 and 0.96 and gives thresholds of 2.6--2.7\% for Co and 1.8--1.9\% for Ru, depending on wall orientation. Co stays below its threshold; omitting the Morse factor altogether would still leave about 2.5\%. Ru changes sides: its 5.9\% misfit is now about three times the estimated threshold. These verdicts rest on the assumed $W$ and on bulk spacings and moduli. With $W=0.20$~eV the same recipe gives a threshold of 4--5\% for Cu on Ru(0001), below its 5.5\% misfit, although the first monolayer of that system is observed in registry. The corrected thresholds can therefore be too low for a real film.

\section{Reading the result for a real liner}

A real Co or Ru liner can be several atomic layers thick, polycrystalline, and grown on a barrier film before copper is deposited. The calculation is closer to an ordered monolayer cap on a copper grain. If $n$ layers move rigidly together over an unchanged interface potential, $k$ becomes $nk$ and $f_c$ falls as $1/\sqrt n$. The row model then formally allows 21 registered Co layers and one Ru layer, but 21 layers are 4.2~nm thick against a wall width of 2.6~nm, so they could not move rigidly and that figure lies outside the model. With the corrections, the substrate response recalculated for each thickness and the other factors held at their monolayer values, the estimates are two and zero. The second Co layer, however, depends on holding the Morse factor at 1.25, which overstates it for partial walls. Without that factor the two-layer threshold is about 1.6\%, and with all four effects minimized together it is about 1.7\%, both below the 1.95\% misfit. For the assumed barrier the estimate therefore supports one registered Co layer and not a second. Sideways motion gives the largest single correction: it nearly halves the threshold.

With rough linear expansivities of 17, 13 and 7~ppm/K for Cu, Co and Ru, heating from 298 to 673~K changes the misfits to $-2.1\%$ and $5.5\%$. This assumes freely expanding copper; for copper elastically clamped to silicon, about 3~ppm/K, the shifts reverse, to $-1.6\%$ and $6.0\%$. In neither case does a comparison change sides, and the figures below use free copper. At 673~K, $k_BT=0.058$~eV, about 3\% and 2\% of the Co and Ru row-model wall energies per row. At the 673~K misfit the net cost of a wall in the Ru row model is $(0.0647-0.0548)\times38.68\approx0.38$~eV per row, and $k_BT$ is about 15\% of it. The zero-temperature theorem does not settle what thermal effects do to that margin. Wall wandering, grain boundaries, steps and alloying are not included. Using the threshold for design therefore requires a known interface potential, a coherent grain and a layer thin enough to move as one.
